# Backscattered Energy Fraction of the Double-Gaussian Exposure Function: verification in Python

```python
"""
Result under test: for the normalized double-Gaussian exposure function
  f(r) = [exp(-r^2/alpha^2)/alpha^2 + eta*exp(-r^2/beta^2)/beta^2] / (pi*(1+eta))
the backscattered component holds the fraction eta/(1+eta) of the energy.
alpha, beta : 1/e radii of forward and backscattered parts (m)
eta         : backscattered / forward deposited energy, over the whole plane
f           : deposited energy per unit area divided by total energy (1/m^2)
Integrals are done by composite Gauss-Legendre quadrature.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import erf

NM = 1e-9
PJ = 1e-12
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(24)


def panel_rule(lower, upper, fine):
    """Nodes and weights on [lower, upper]; panels double in size from fine."""
    edges = [lower]
    edge = fine
    while edge < upper:
        if edge > lower:
            edges.append(edge)
        edge *= 2
    edges.append(upper)
    nodes, weights = [], []
    for a, b in zip(edges[:-1], edges[1:]):
        nodes.append(0.5 * (a + b) + 0.5 * (b - a) * GAUSS_X)
        weights.append(0.5 * (b - a) * GAUSS_W)
    return np.concatenate(nodes), np.concatenate(weights)


def square_integral(density, half_side, fine):
    """Integral of a radial density over a centred square, in x and y."""
    x, w = panel_rule(0.0, half_side, fine)
    radius = np.sqrt(x[:, None]**2 + x[None, :]**2)
    return 4 * w @ density(radius) @ w


def ring_integral(density, inner, outer, fine):
    """Integral of a radial density over inner < r < outer."""
    r, w = panel_rule(inner, outer, fine)
    return np.sum(w * 2 * np.pi * r * density(r))


def components(alpha, beta, eta):
    """Forward and backscattered parts of f."""
    norm = np.pi * (1 + eta)

    def forward(r):
        return np.exp(-(r / alpha)**2) / (norm * alpha**2)

    def back(r):
        return eta * np.exp(-(r / beta)**2) / (norm * beta**2)

    return forward, back


# Amplitudes, normalization and energy fraction for unlike parameter sets.
parameter_sets = [(50 * NM, 5000 * NM, 0.6),
                  (30 * NM, 10000 * NM, 0.9),
                  (200 * NM, 900 * NM, 1.4)]
for a, b, ratio in parameter_sets:
    far = 8 * b
    area_f = square_integral(lambda r: np.exp(-(r / a)**2), far, a)
    area_b = square_integral(lambda r: np.exp(-(r / b)**2), far, a)
    # Unknowns are the energies; peak heights follow from numerical areas.
    energies = np.linalg.solve([[1.0, 1.0], [-ratio, 1.0]], [1.0, 0.0])
    fwd, bck = components(a, b, ratio)
    assert np.isclose(energies[0] / area_f, fwd(0.0), rtol=1e-10)
    assert np.isclose(energies[1] / area_b, bck(0.0), rtol=1e-10)
    total = square_integral(lambda r: fwd(r) + bck(r), far, a)
    back_energy = square_integral(bck, far, a)
    assert abs(total - 1) < 1e-10
    assert abs(back_energy / total - ratio / (1 + ratio)) < 1e-10

# Worked example.
alpha, beta, eta, W = 50 * NM, 5000 * NM, 0.6, 0.5 * PJ
forward, back = components(alpha, beta, eta)


def full(r):
    return forward(r) + back(r)


plane_total = square_integral(full, 8 * beta, alpha)
forward_fraction = square_integral(forward, 8 * beta, alpha)
back_fraction = square_integral(back, 8 * beta, alpha)
assert abs(forward_fraction - 1 / (1 + eta)) < 1e-10

# The same number read as a ratio of peak heights gives another fraction.
peak_ratio = back(0.0) / forward(0.0)
assert np.isclose(peak_ratio, eta * alpha**2 / beta**2, rtol=1e-12)


def fraction_from_peaks(p):
    e_f = square_integral(lambda r: np.exp(-(r / alpha)**2), 8 * beta, alpha)
    e_b = square_integral(lambda r: p * np.exp(-(r / beta)**2),
                          8 * beta, alpha)
    return e_b / (e_f + e_b)


misread_fraction = fraction_from_peaks(eta)
misread_formula = eta * beta**2 / (alpha**2 + eta * beta**2)
assert abs(misread_fraction - misread_formula) < 1e-10
assert abs(fraction_from_peaks(peak_ratio) - eta / (1 + eta)) < 1e-10

# Backscattered share inside finite discs.
disc_radii = [250 * NM, 5000 * NM, 15000 * NM]
disc_shares = []
for R in disc_radii:
    share = (ring_integral(back, 0.0, R, alpha)
             / ring_integral(full, 0.0, R, alpha))
    F_a = 1 - np.exp(-(R / alpha)**2)
    F_b = 1 - np.exp(-(R / beta)**2)
    assert abs(share - eta * F_b / (F_a + eta * F_b)) < 1e-10
    assert share < eta / (1 + eta)
    disc_shares.append(share)

# Energy outside a radius between the two widths.
R_mid = disc_radii[0]
outside = ring_integral(full, R_mid, 8 * beta, alpha)
outside_formula = (np.exp(-(R_mid / alpha)**2)
                   + eta * np.exp(-(R_mid / beta)**2)) / (1 + eta)
assert abs(outside - outside_formula) < 1e-10
assert abs(outside - eta / (1 + eta)) < 2e-3

# Radius where the two energy densities are equal.
r_cross = alpha * brentq(
    lambda u: np.log(forward(u * alpha) / back(u * alpha)), 0.1, 10.0)
r_formula = np.sqrt(np.log(beta**2 / (eta * alpha**2))
                    / (1 / alpha**2 - 1 / beta**2))
assert np.isclose(r_cross, r_formula, rtol=1e-9)
assert forward(0.9 * r_cross) > back(0.9 * r_cross)
assert forward(1.1 * r_cross) < back(1.1 * r_cross)

# Centre of uniformly exposed squares, relative to an unbounded pad.
sides = [500 * NM, 50000 * NM]
centres = []
for L in sides:
    centre = square_integral(full, L / 2, alpha)
    centre_formula = (erf(L / (2 * alpha))**2
                      + eta * erf(L / (2 * beta))**2) / (1 + eta)
    assert abs(centre - centre_formula) < 1e-10
    centres.append(centre)
dose_ratio = centres[1] / centres[0]
assert abs(dose_ratio - (1 + eta)) < 0.01
small_back = square_integral(back, sides[0] / 2, alpha) / back_fraction

print(f"forward radius alpha = {alpha / NM:.0f} nm")
print(f"backscattered radius beta = {beta / NM:.0f} nm")
print(f"energy ratio eta = {eta:.1f} (dimensionless)")
print(f"total deposited energy W = {W / PJ:.1f} pJ")
print(f"plane integral of f = {plane_total:.8f} (dimensionless)")
print(f"forward energy fraction = {forward_fraction:.6f} (dimensionless)")
print(f"backscattered energy fraction = {back_fraction:.6f} (dimensionless)")
print(f"forward energy = {W * forward_fraction / PJ:.4f} pJ")
print(f"backscattered energy = {W * back_fraction / PJ:.4f} pJ")
print(f"forward peak energy density = {W * forward(0.0):.4f} J/m^2")
print(f"backscattered peak energy density = {W * back(0.0):.6f} J/m^2")
print(f"peak-height ratio = {peak_ratio:.3e} (dimensionless)")
print(f"fraction if eta is misread as peak ratio = {misread_fraction:.6f}"
      " (dimensionless)")
print(f"crossover radius = {r_cross / NM:.2f} nm")
print(f"energy fraction outside {R_mid / NM:.0f} nm = {outside:.6f}"
      " (dimensionless)")
for R, share in zip(disc_radii, disc_shares):
    print(f"backscattered share inside {R / NM:.0f} nm = {share:.6f}"
          " (dimensionless)")
for L, centre in zip(sides, centres):
    print(f"relative centre density, square side {L / NM:.0f} nm ="
          f" {centre:.6f} (dimensionless)")
print(f"part of full backscatter at small-square centre = {small_back:.6f}"
      " (dimensionless)")
print(f"dose ratio small/large for equal centres = {dose_ratio:.5f}"
      " (dimensionless)")
print(f"limiting dose ratio 1+eta = {1 + eta:.5f} (dimensionless)")
print("verified")
```

It prints:

```
forward radius alpha = 50 nm
backscattered radius beta = 5000 nm
energy ratio eta = 0.6 (dimensionless)
total deposited energy W = 0.5 pJ
plane integral of f = 1.00000000 (dimensionless)
forward energy fraction = 0.625000 (dimensionless)
backscattered energy fraction = 0.375000 (dimensionless)
forward energy = 0.3125 pJ
backscattered energy = 0.1875 pJ
forward peak energy density = 39.7887 J/m^2
backscattered peak energy density = 0.002387 J/m^2
peak-height ratio = 6.000e-05 (dimensionless)
fraction if eta is misread as peak ratio = 0.999833 (dimensionless)
crossover radius = 155.90 nm
energy fraction outside 250 nm = 0.374064 (dimensionless)
backscattered share inside 250 nm = 0.001496 (dimensionless)
backscattered share inside 5000 nm = 0.274980 (dimensionless)
backscattered share inside 15000 nm = 0.374971 (dimensionless)
relative centre density, square side 500 nm = 0.626192 (dimensionless)
relative centre density, square side 50000 nm = 1.000000 (dimensionless)
part of full backscatter at small-square centre = 0.003178 (dimensionless)
dose ratio small/large for equal centres = 1.59696 (dimensionless)
limiting dose ratio 1+eta = 1.60000 (dimensionless)
verified
```
